# Why silicon's electron mobility exponent is not an acoustic-phonon law

**The argument under comment.** The submitted argument concerns electrons in lightly doped bulk silicon, whose mobility falls near room temperature roughly as \(T^{-2.4}\). It has four steps.

(a) Impurities are few, so lattice vibrations limit the mobility, and a straight line on a log-log plot shows that one mechanism is at work.
(b) That mechanism is acoustic-phonon scattering; the exponent differs from the simple value \(-3/2\) because silicon has ellipsoidal valleys.
(c) Phonons that carry electrons between valleys have energies near 60 meV. At 300 K their occupation is about 0.1, so they can be ignored.
(d) An acoustic deformation potential fitted to the 300 K mobility confirms the picture.

It is sound that impurities matter little and that lattice vibrations therefore limit the mobility. The further conclusion drawn in each step is not, and each can be examined by calculation.

**What acoustic phonons give.** Take a weak field, nondegenerate electrons and six equivalent valleys with longitudinal and transverse masses \(m_l,m_t\). Measure energy \(E\) from the valley minimum. In \(k\)-space, the ellipsoid of energy \(E\) has volume \((4\pi/3)(2E)^{3/2}m_t m_l^{1/2}/\hbar^3\). Define \(m_d^{3/2}=m_t m_l^{1/2}\), divide by \((2\pi)^3\) and differentiate with respect to \(E\). The density of states per volume, for one spin and one valley, is

\[
g(E)=\frac{(2m_d)^{3/2}\sqrt E}{4\pi^2\hbar^3}.
\]

A long acoustic wave shifts the band edge by \(\Xi\,\nabla\cdot\mathbf u\), where \(\mathbf u\) is the displacement. A mode of frequency \(\omega\) in a crystal of density \(\rho\) and volume \(V\) has squared displacement amplitude \(\hbar/(2\rho V\omega)\), multiplied by \(N\) for absorption or \(N+1\) for emission. The gradient contributes \(q^2\). With \(\omega=v_sq\) and \(kT\gg\hbar\omega\), both occupation factors are close to \(kT/\hbar\omega\), so each process has

\[
|M|^2=\Xi^2q^2\,\frac{\hbar}{2\rho Vv_sq}\,\frac{kT}{\hbar v_sq}
=\frac{\Xi^2kT}{2\rho Vv_s^2}.
\]

The wavevector has cancelled, so in this model the scattering is isotropic. Real silicon valleys also shift under shear, so transverse phonons supply a third to a half of the acoustic rate and the relaxation time depends on direction; the single \(\Xi\) used here is a lumped constant standing for both couplings. Neglecting the small phonon energy, add the two processes and multiply by \((2\pi/\hbar)Vg(E)\):

\[
\frac1{\tau_{ac}}=\frac{2\pi\Xi^2kT}{\hbar\rho v_s^2}\,g(E)
=\frac{\sqrt2\,m_d^{3/2}\Xi^2\,kT\sqrt E}{\pi\hbar^4\rho v_s^2}.
\]

To obtain the mobility, let the field \(F\) point along \(x\) and let the electron charge be \(-e\). The steady linearized Boltzmann equation is

\[
-eFv_x\frac{\partial f_0}{\partial E}=-\frac{\delta f}{\tau}+\text{(scattering in)}.
\]

The disturbance \(\delta f\) is odd in \(\mathbf k\), measured from each valley minimum. If the matrix elements do not depend on direction, the scattering-in term sums this odd function over a surface of constant energy and vanishes. This remains true when the collision changes the energy or the valley. Since \(\partial f_0/\partial E=-f_0/kT\), we have \(\delta f=-eF\tau v_xf_0/kT\). The drift velocity is opposite to the field, as it should be for electrons, and its magnitude divided by \(F\) is

\[
\mu=\frac{e}{kT}\langle\tau v_x^2\rangle_0 ,
\]

where the average is over \(f_0\). On an energy surface each principal direction carries one third of the kinetic energy, so \(\overline{v_i^2}=2E/(3m_i)\). Averaging over the valleys replaces \(1/m_i\) by \(1/m_c=(1/m_l+2/m_t)/3\). With \(x=E/kT\) and \(\Gamma(5/2)=\tfrac32\Gamma(3/2)\),

\[
\mu=\frac{2e}{3m_c}\,
\frac{\int_0^\infty\tau x^{3/2}e^{-x}dx}{\Gamma(3/2)}
=\frac e{m_c}\,
\frac{\int_0^\infty\tau x^{3/2}e^{-x}dx}{\Gamma(5/2)} .
\]

For acoustic scattering \(\sqrt E=\sqrt{kT}\sqrt x\), so \(\tau_{ac}\propto T^{-3/2}x^{-1/2}\). The remaining integral is \(\int_0^\infty xe^{-x}dx=1\), and \(\Gamma(5/2)=3\sqrt\pi/4\). Hence

\[
\mu_{ac}=\frac{2\sqrt{2\pi}\,e\hbar^4\rho v_s^2}
{3m_d^{3/2}m_c\,\Xi^2(kT)^{3/2}} .
\]

One power of \(T\) comes from the number of phonons and half a power from the density of final states at thermal energy. Define the local exponent \(s=-d\ln\mu/d\ln T\), a positive number; here \(s=3/2\).

This disposes of step (b). Ellipsoidal valleys enter through \(m_d\) and \(m_c\), which change the size of \(\mu_{ac}\) but not its exponent. A direction-dependent acoustic coupling would not change it either. Write \(\mathbf k=\sqrt T\,\boldsymbol\kappa\): for elastic scattering with \(N\simeq kT/\hbar\omega\), the whole collision operator is \(T^{3/2}\) times an operator in \(\boldsymbol\kappa\) that does not contain \(T\).

**What intervalley phonons add.** A transition between valleys needs a large wavevector, near which the phonon energy \(\hbar\omega_j\) is taken as constant. This is a good approximation on flat branches, but a rough one for the low-energy phonons joining opposite valleys, whose wavevector spreads by about a fifth at 300 K along a sloping acoustic branch. Take the coupling as \(D_j\) times the displacement. Then \(|M|^2=D_j^2\hbar/(2\rho V\omega_j)\) times \(N_j\) or \(N_j+1\). With \(Z_j\) final valleys, the golden rule gives

\[
\frac1{\tau_j}=\frac{\pi D_j^2Z_j}{\rho\omega_j}
\left[N_jg(E+\hbar\omega_j)+(N_j+1)g(E-\hbar\omega_j)\right],
\]

where the second term is present only for \(E>\hbar\omega_j\).

The exponent follows by differentiating \(\mu\) at fixed \(x\). Since \(\partial\tau/\partial\ln T=-\tau\,\partial\ln(1/\tau)/\partial\ln T\),

\[
s=\left\langle\frac{\partial\ln(1/\tau)}{\partial\ln T}\right\rangle,
\qquad
\langle A\rangle=\frac{\int\tau x^{3/2}e^{-x}A\,dx}{\int\tau x^{3/2}e^{-x}dx}.
\]

Let \(f_j=\tau/\tau_j\) be the share of phonon \(j\) in the total rate and \(p_j=\partial\ln(1/\tau_j)/\partial\ln T\) its growth exponent. The acoustic share is \(1-\sum_jf_j\) and its growth exponent is \(3/2\). The logarithmic derivative of the total rate is therefore \(\tfrac32(1-\sum_jf_j)+\sum_jf_jp_j\), and

\[
s-\frac32=\Big\langle\sum_jf_j\left(p_j-\tfrac32\right)\Big\rangle .
\]

A mechanism steepens the mobility in proportion to its share and to how much faster than \(T^{3/2}\) it grows.

For one phonon put \(y=\hbar\omega/kT\). At fixed \(x\) its rate is proportional to \(T^{1/2}B\), with

\[
B=N\sqrt{x+y}+(N+1)\sqrt{x-y},\qquad N=\frac1{e^y-1}.
\]

Because \(y\propto1/T\), we have \(dy/d\ln T=-y\) and \(dN/d\ln T=yN(N+1)\). Above threshold this gives

\[
\begin{aligned}
p=\frac12+\frac1B\Big[&yN(N+1)\left(\sqrt{x+y}+\sqrt{x-y}\right)\\
&-\frac{yN}{2\sqrt{x+y}}+\frac{y(N+1)}{2\sqrt{x-y}}\Big].
\end{aligned}
\]

The last term expresses the fact that a fixed emission threshold moves to smaller \(x\) as the gas warms. It diverges at threshold, but as an inverse square root, which is integrable. Below threshold only absorption remains, and

\[
p=\frac12+y(N+1)-\frac{y}{2(x+y)} .
\]

Step (c) can now be judged. For a 62 meV phonon at 300 K, where \(kT=25.85\) meV, \(y=2.40\) and \(N=0.100\). At \(x=1\),

\[
p=0.50+2.40\times1.10-\frac{2.40}{2\times3.40}\simeq2.8 .
\]

The small occupation is the reason for the rapid growth, not a reason to drop the phonon. Nor does it suppress emission, which carries the factor \(N+1\). In the acoustic-only mobility the weight is \(xe^{-x}\), and the part above this threshold is \((1+y)e^{-y}\simeq0.31\). Almost a third of that mobility thus comes from electrons able to emit the phonon.

**Two limits.** If \(kT\) is far below every \(\hbar\omega_j\), absorption is suppressed by \(e^{-y}\), and so is the weight of electrons that can emit. This outweighs the growth of \(p_j\), so the excess vanishes and \(s\to3/2\). If \(kT\) is far above every \(\hbar\omega_j\), then \(N\simeq N+1\simeq1/y\) and \(B\simeq2\sqrt x/y\). The rate becomes proportional to \(T^{1/2}\times T\), so again \(s\to3/2\), however strong the coupling. The excess is a feature of intermediate temperatures. Both limits belong to the parabolic formula: in real silicon, impurities and the failure of \(N\simeq kT/\hbar\omega\) intervene at low temperature, and the hot limit lies outside the range of the solid.

**Numbers for silicon.** The inputs are rough typical values: \(m_l=0.92m_0\), \(m_t=0.19m_0\), \(\rho=2.33\) g/cm³, \(v_s=9.0\) km/s, \(\Xi=9.0\) eV, and six intervalley phonons between 12 and 62 meV. Their energies and couplings are listed in the program's phonon table. The masses give \(m_d=0.321m_0\) and \(m_c=0.258m_0\).

At \(E=kT\) and 300 K the acoustic rate is \(1.69\times10^{12}\) s⁻¹, so \(\tau_{ac}=0.590\) ps there. The thermal average is \(0.590/\Gamma(5/2)=0.444\) ps. With \(e/m_0=1.76\times10^{15}\) cm²/(V s²),

\[
\mu_{ac}=\frac{1.76\times10^{15}\times0.444\times10^{-12}}{0.258}
\simeq3.0\times10^3\ \text{cm}^2/\text{Vs}.
\]

With all phonons the mobility falls to 1614 cm²/Vs. As a test of the mobility formula, electrons were followed through random flights at zero field with the same rates. Their velocity memory gives the diffusion constant, and \(\mu=eD/kT\) then yields 1613 cm²/Vs. The statistical error is about one percent, so the closer agreement is chance. Adding the inverses of the acoustic-only and intervalley-only mobilities, 3024 and 3846 cm²/Vs, would give 1693 cm²/Vs, about 5% above the full result, because the two rates depend differently on energy.

The mean intervalley share is 0.439 and its mean growth exponent is 2.76. Therefore

\[
s=1.50+0.439\,(2.76-1.50)\simeq2.05 ,
\]

which agrees with numerical differentiation of the mobility. Of the excess 0.553, phonons above 40 meV supply 0.531 and those below supply 0.022. The 62 meV phonon alone contributes 0.370, but this ranking depends on the couplings chosen. With a set in which the high-energy phonons are 60 meV (\(Z=1\), \(D=3\times10^8\) eV/cm), 43 meV and 54 meV (\(Z=4\), \(D=3.4\) and \(4\times10^8\) eV/cm), the first contributes only 0.02 and the other two 0.49, while \(s\) stays at about 2.04. Two things keep the low-energy contribution small: the total share of these phonons is only about 0.10, against 0.34 for the others, and their mean growth exponent, about 1.7, is already near the classical value \(3/2\).

The parabolic exponent is 1.71 at 100 K, 2.06 at 200 K, 2.05 at 300 K, 1.96 at 400 K and 1.79 at 600 K. Its largest value in a scan from 20 to 2000 K is 2.08, near 240 K. This is the hump expected from the two limits.

**A second source of steepening.** Intervalley phonons do not carry this model all the way to 2.4. The parabolic band is one assumption to relax. Let \(\gamma(E)=E(1+\alpha E)\) replace \(E\) in the relation between energy and wavevector. Since \(d\gamma/dE=1+2\alpha E\), the density of states becomes proportional to \(\sqrt\gamma(1+2\alpha E)\), while \(\overline{v_x^2}=2\gamma/[3m_c(1+2\alpha E)^2]\). Hence

\[
\mu=\frac{2e}{3m_ckT}\,
\frac{\int\tau\gamma^{3/2}(1+2\alpha E)^{-1}e^{-x}dx}
{\int\gamma^{1/2}(1+2\alpha E)e^{-x}dx}.
\]

For acoustic scattering \(\tau\propto1/[T\sqrt\gamma(1+2\alpha E)]\). The upper integrand is then proportional to \(\gamma/(1+2\alpha E)^2\simeq E(1-3\alpha E)\). With \(a=\alpha kT\ll1\),

\[
\int_0^\infty x(1-3ax)e^{-x}dx=1-6a,
\]
\[
\int_0^\infty\sqrt x\left(1+\tfrac52ax\right)e^{-x}dx
=\Gamma(3/2)\left(1+\tfrac{15}4a\right).
\]

Thus \(\mu_{ac}\propto T^{-3/2}(1-9.75a)\), and to first order \(s=3/2+9.75\,\alpha kT\). Warmer electrons lie higher in the band, where the density of final states is larger, and the velocity at a given \(k\) smaller, than in a parabolic band.

For \(\alpha=0.5\) eV⁻¹ at 300 K, \(a=0.0129\) and the first-order shift is 0.126; the full integral gives 0.116. So even the acoustic exponent of \(3/2\) requires a parabolic band. With all phonons in the nonparabolic band, \(s=2.16\) and \(\mu=1428\) cm²/Vs, or \(4.28\times10^5\) cm² statV⁻¹ s⁻¹ in Gaussian units.

In this model, then, intervalley phonons raise the exponent by about 0.55 and nonparabolicity by about 0.11, leaving 0.24 to reach 2.4. Stronger coupling could close that gap. Multiplying the rates of the phonons above 40 meV by 1.94 gives \(s=2.4\) but lowers the mobility to 1080 cm²/Vs. Multiplying every rate by 0.756 then restores 1428 cm²/Vs without changing \(s\), because a common constant factor drops out of a logarithmic derivative. The acoustic potential becomes 7.8 eV and the high-energy couplings rise by 21%. This shows that the model can produce 2.4 with moderate changes of its constants; it does not show that silicon has those constants. Temperature-dependent masses or couplings, held fixed here, could also contribute.

**The straight line and the fitted constant.** Steps (a) and (d) rest on evidence that cannot separate the mechanisms. Between 250 and 400 K, the nonparabolic model with all its phonons is fitted by a single power, \(T^{-2.15}\), with a largest misfit of 0.33% of the mobility. A sum of several mechanisms can therefore look like one power law over a limited range.

Fitting \(\Xi\) at one temperature is no better. In the parabolic model \(\mu_{ac}\propto\Xi^{-2}\), so acoustic phonons alone would reproduce 1614 cm²/Vs if \(\Xi\) were raised to \(9.0\sqrt{3024/1614}\simeq12.3\) eV. The exponent would still be \(3/2\). The error appears when the temperature changes. Starting from the nonparabolic value at 300 K, a \(T^{-3/2}\) law predicts \(1428\,(300/400)^{3/2}\simeq927\) cm²/Vs at 400 K. The full model gives 773 cm²/Vs, so the prediction is 20% too high relative to the model.

**Bearing on real silicon.** The mobility of pure silicon at 300 K is roughly 1400 cm²/Vs. The model's 1428 is close, but since the couplings are rough values of a kind chosen to describe silicon transport, this is not independent support. Several neglected effects are small for the example. An impurity density of \(10^{14}\) cm⁻³ changes the parabolic mobility by \(-0.4\%\) and \(s\) by \(-0.012\) for screened Coulomb scattering in a spherical valley of mass \(m_d\); the ellipsoidal valley gives \(-0.5\%\) and \(-0.016\), and empirical fits suggest nearer \(-1\%\) in mobility. Using true acoustic phonon energies and occupations changes the acoustic rate at \(E=kT\) by \(-0.7\%\); if that total rate is used as the relaxation rate, the acoustic exponent is 1.505. These values are for a spherical valley of mass \(m_d\); the ellipsoidal valley gives \(-0.9\%\), and with the momentum relaxation rate the exponent is 1.508. The electron density is \(4\times10^{-6}\) of the band's effective density of states, and at 10 V/cm the drift speed is \(6\times10^{-4}\) of the thermal speed. Transistors break these conditions. Doping near \(10^{17}\) cm⁻³ roughly halves the bulk mobility, and electrons in an inversion channel, confined against a rough oxide interface, typically have a few hundred cm²/Vs. At 10 kV/cm the low-field mobility would imply \(1.4\times10^7\) cm/s, above the rough \(10^7\) cm/s at which the drift velocity saturates. Neither \(T^{-2.4}\) nor the exponents computed here should be carried into those regimes.

**Recommendation.** The identification of \(T^{-2.4}\) with acoustic phonons should be withdrawn. The supportable statement is that the exponent is a local slope, to which acoustic scattering in a parabolic band contributes the baseline \(3/2\) and high-energy intervalley phonons most of the computed excess. To distinguish the mechanisms, the revised argument should compare the local slope over a wide range of temperature, in samples pure enough for impurities to remain negligible at the cold end.

## Calculated quantities

```
INPUTS: rough typical silicon values
m_l, m_t = 0.92, 0.19 m0; m_d, m_c = 0.3214, 0.2583 m0
density 2.33 g/cm3, sound speed 9.0 km/s
Xi = 9.0 eV, alpha = 0.50 1/eV, kappa = 11.7
kT at 300 K = 25.85 meV
phonon: energy meV, D 1e8 eV/cm, Z, N(300 K), share, excess in s
  g  12   0.5 1 1.6929 0.0390 +0.0055
  g  19   0.8 1 0.9213 0.0362 +0.0108
  g  62  11.0 1 0.1000 0.2279 +0.3701
  f  19   0.3 4 0.9213 0.0203 +0.0061
  f  47   2.0 4 0.1938 0.0794 +0.1015
  f  59   2.0 4 0.1137 0.0361 +0.0591
PARABOLIC BAND, 300 K
acoustic rate at E=kT: 1.6936e+12 1/s
acoustic-only mobility 3024.2 cm2/Vs, s = 1.5000
intervalley-only mobility 3845.7 cm2/Vs, s = 2.7883
all phonons: mobility 1614.2 cm2/Vs, s = 2.0531
inverse-mobility sum estimate 1692.9 cm2/Vs
random-flight mobility 1613.2 cm2/Vs
random-flight final mean energy 1.4965 kT
total intervalley share 0.4388
mean intervalley growth exponent 2.7603
excess from phonons above 40 meV 0.5307
excess from phonons below 40 meV 0.0224
largest s on 20-2000 K scan 2.080 at 240 K
NONPARABOLIC BAND, 300 K
acoustic only: s = 1.6162
all phonons: mobility 1427.6 cm2/Vs, s = 2.1614
T in K: s acoustic parabolic, s all parabolic, s all nonparabolic, mu
  100: 1.500 1.711 1.754 13316.9 cm2/Vs
  200: 1.500 2.055 2.136 3434.3 cm2/Vs
  300: 1.500 2.053 2.161 1427.6 cm2/Vs
  400: 1.500 1.956 2.098 773.1 cm2/Vs
  600: 1.500 1.793 2.004 337.0 cm2/Vs
fit 250-400 K: s = 2.1479, largest misfit 0.328 %
400 K mobility: model 773.1, T^-1.5 from 300 K 927.3 cm2/Vs
overestimate by T^-1.5: 19.94 %
TO REACH s = 2.4: high-phonon rates times 1.942
mobility then 1079.6 cm2/Vs; all rates times 0.7562
restores it, with Xi = 7.827 eV
and high-phonon D times 1.2120
NEGLECTED EFFECTS, 300 K
inelastic/elastic acoustic rate at E=kT 0.99334
acoustic s using inelastic total rate 1.5048
impurities 1e+14 cm^-3: mobility -0.413 %, s -0.0122
degeneracy n/Nc = 3.64e-06
drift/thermal speed at 10 V/cm = 6.21e-04
```
